# How a Metallic Gate Reshapes the LO Phonon of a Polar Monolayer, part 1

(Sections cited here and not found follow in the second part.)

## I. The layer, the gate and the LO frequency

### A layer close to a metal

Take a polar monolayer with two atoms per cell, carrying the charges \(+Ze\) and \(-Ze\), lying in vacuum in the plane \(z=0\). Let the two sublattices move against each other along \(x\) with relative displacement \(u\), varying as \(e^{iqx-i\omega t}\) with \(q>0\). For the moment the electrons follow the ions rigidly, so that the dipole moment per unit area is

\[
P=\frac{Ze}{A}\,u ,
\tag{1}
\]

where \(A\) is the cell area. Where \(P\) changes along \(x\), charge piles up. The charge per unit area is

\[
\sigma=-\partial_xP=-iqP .
\tag{2}
\]

Place a perfect metal at distance \(d\) below the layer, much closer than the wavelength, so that \(qd\ll1\). Each small patch of the layer then forms a parallel-plate capacitor with the metal beneath it. The field lines run from the patch to the metal, and the potential of the patch is

\[
\phi\simeq\frac{d}{\varepsilon_0}\,\sigma .
\tag{3}
\]

The field along the layer is \(E=-\partial_x\phi=-iq\phi\). With (2) and (3),

\[
E=(-iq)(-iq)\frac{d}{\varepsilon_0}P=-\frac{q^2d}{\varepsilon_0}P .
\tag{4}
\]

The field opposes the polarization and therefore stiffens the vibration. To find by how much, write Newton's equations for the two atoms, joined by an effective spring \(k\):

\[
m_1\ddot u_1=-k(u_1-u_2)+ZeE,\qquad
m_2\ddot u_2=+k(u_1-u_2)-ZeE .
\]

Divide each by its mass and subtract. With \(u=u_1-u_2\) and \(1/\mu=1/m_1+1/m_2\),

\[
\mu\ddot u=-\mu\omega_{\rm TO}^2u+ZeE,\qquad \mu\omega_{\rm TO}^2=k .
\tag{5}
\]

The name \(\omega_{\rm TO}\) is justified below. Insert (1) and (4), and use \(\ddot u=-\omega^2u\):

\[
\omega^2=\omega_{\rm TO}^2+\frac{Z^2e^2}{\varepsilon_0\mu A}\,d\,q^2
=\omega_{\rm TO}^2+2Sd\,q^2,
\qquad
S=\frac{Z^2e^2}{2\varepsilon_0\mu A}.
\tag{6}
\]

Now remove the metal. The potential obeys Laplace's equation on both sides of the layer. For a variation \(e^{iqx}\) this reads \(\partial_z^2\phi=q^2\phi\), and the solution that vanishes far away is \(\phi(0)e^{-q|z|}\). The normal field is \(+q\phi(0)\) just above and \(-q\phi(0)\) just below, and Gauss's law equates the jump, multiplied by \(\varepsilon_0\), to \(\sigma\):

\[
2\varepsilon_0q\,\phi(0)=\sigma,\qquad
E=-iq\phi(0)=-\frac{q}{2\varepsilon_0}P .
\tag{7}
\]

The same equation of motion now gives

\[
\omega^2=\omega_{\rm TO}^2+Sq .
\tag{8}
\]

The contrast between (6) and (8) is the effect of the gate. The free layer has a linear rise because its field reaches out to a height \(1/q\), so that the effective plate distance of its capacitor grows with the wavelength. The metal fixes that distance at \(d\), and the factor \(q^2\), which comes from the two derivatives in (2) and (4), is then no longer partly cancelled. The two laws give equal values when \(Sq=2Sdq^2\), that is, at \(q=1/(2d)\).

Three things are missing from this picture: the electronic polarizability of the layer, the dielectric on which a real layer rests, and the passage between the two laws. All three follow from one formula.

### Assumptions

The layer is isotropic in its plane, its vibrations are harmonic, and its thickness is small compared with both \(d\) and \(1/q\). Its electrons do not overlap with those of the metal. The medium above has relative permittivity \(\varepsilon_a\), and the spacer between layer and metal has \(\varepsilon_s\). Both are taken as real constants at the phonon frequency. This matters for a polar spacer: if its own optical phonons lie far below \(\omega_{\rm TO}\), its ions cannot follow the field, and its static permittivity would be the wrong number to use. Retardation is left out until the second half. SI units are used throughout.

### Response of the layer

In an in-plane field \(E\) the ions move and the electron cloud also deforms. To linear order,

\[
P=\frac{Ze}{A}u+2\varepsilon_0r_0E .
\tag{9}
\]

Here \(Z\) is the Born effective charge, which is the dipole per unit displacement at zero macroscopic field, including the electronic charge that moves along with the ions. The second term is the polarization of the electrons at clamped ions. Its coefficient, a polarizability per unit area, has been written as \(2\varepsilon_0r_0\), which defines the length \(r_0\). Equation (5) remains valid with this \(Z\), because the force on an ion per unit field and the dipole per unit displacement are the same mixed second derivative of the energy.

These are the quantities that density functional perturbation theory supplies: \(\omega_{\rm TO}\) and \(Z\) from the response to a displacement at zero macroscopic field, and \(r_0\) from the response to a field at fixed ions. The macroscopic field itself depends on the surroundings, and it is here that the gate enters.

### The potential in the presence of the gate

Let \(\phi_0\) be the potential in the layer. Above it, \(\phi=\phi_0e^{-qz}\). In the spacer, \(-d<z<0\), the solution of \(\partial_z^2\phi=q^2\phi\) that vanishes on the metal and equals \(\phi_0\) at the layer is

\[
\phi=\phi_0\,\frac{\sinh q(z+d)}{\sinh qd}.
\tag{10}
\]

The normal displacement field is \(-\varepsilon_0\varepsilon\,\partial_z\phi\). Just above the layer it equals \(+\varepsilon_0\varepsilon_aq\phi_0\). Just below it equals \(-\varepsilon_0\varepsilon_sq\coth(qd)\,\phi_0\). The difference is the sheet charge:

\[
\varepsilon_0q\,g(q)\,\phi_0=\sigma,\qquad
g(q)=\varepsilon_a+\varepsilon_s\coth(qd).
\tag{11}
\]

The charge \(\sigma\) is that of the whole polarization \(P\), ionic and electronic. With \(\sigma=-iqP\) and \(E=-iq\phi_0\),

\[
E=-\frac{q}{\varepsilon_0\,g(q)}\,P .
\tag{12}
\]

For \(qd\to\infty\) in vacuum \(g=2\), and (12) is the free-layer result (7). For \(qd\to0\), \(\coth(qd)\to1/(qd)\), so \(g\to\varepsilon_s/(qd)\), and (12) becomes (4) with \(\varepsilon_0\) replaced by \(\varepsilon_0\varepsilon_s\).

### The LO frequency

Insert (12) in (9) and collect the terms in \(P\):

\[
P\left(1+\frac{2r_0q}{g}\right)=\frac{Ze}{A}u .
\]

Solve for \(P\) and return to (12):

\[
E=-\frac{q}{\varepsilon_0g}\,\frac{g}{g+2r_0q}\,\frac{Ze}{A}u
=-\frac{q}{\varepsilon_0\,(g+2r_0q)}\,\frac{Ze}{A}u .
\tag{13}
\]

Put this in (5), with \(\ddot u=-\omega^2u\), and divide by \(-\mu u\). The added term is \(Z^2e^2q/[\varepsilon_0\mu A(g+2r_0q)]\), and \(Z^2e^2/(\varepsilon_0\mu A)=2S\). Hence

\[
R(q)\equiv\omega_{\rm LO}^2-\omega_{\rm TO}^2
=\frac{2Sq}{\varepsilon_a+\varepsilon_s\coth(qd)+2r_0q}.
\tag{14}
\]

For a transverse vibration, with \(u\) normal to \(\mathbf q\), the divergence of \(\mathbf P\) vanishes. There is then no charge, no potential and no macroscopic field, so \(\omega=\omega_{\rm TO}\) whether or not the gate is present. In this model the gate acts on the LO branch alone.

In vacuum on both sides the result can be read in terms of an image charge. Since

\[
1+\coth(qd)=1+\frac{1+e^{-2qd}}{1-e^{-2qd}}=\frac{2}{1-e^{-2qd}},
\]

equation (14) becomes

\[
R(q)=\frac{Sq\,F(q)}{1+r_0q\,F(q)},\qquad F(q)=1-e^{-2qd}.
\tag{15}
\]

The 1 in \(F\) is the layer's own potential. The exponential is the potential of the opposite image charge, which lies at a distance \(2d\) from the layer. This is the origin of the scale \(1/(2d)\): for longer waves the image nearly cancels the potential of the original.

### The same result from the energy

An energy argument shows how the electrons weaken the stiffening. Let \(P_{\rm i}=Zeu/A\) be the ionic part and \(P_{\rm e}\) the electronic part of a static polarization wave. Apart from a common factor for the average over \(x\), the energy per unit area is

\[
U=\frac{P_{\rm e}^2}{4\varepsilon_0r_0}+\frac{q}{2\varepsilon_0g}\,(P_{\rm i}+P_{\rm e})^2 .
\tag{16}
\]

The first term is the cost of deforming the electron cloud and the second is the electrostatic energy that belongs to the field (12). The electrons adjust so that \(\partial U/\partial P_{\rm e}=0\), that is,

\[
\frac{P_{\rm e}}{2\varepsilon_0r_0}=-\frac{q}{\varepsilon_0g}(P_{\rm i}+P_{\rm e})=E ,
\]

which is the electronic part of (9). An energy \(\tfrac12aP_{\rm e}^2+\tfrac12b(P_{\rm i}+P_{\rm e})^2\) has its minimum at \(P_{\rm e}=-bP_{\rm i}/(a+b)\), and its value there is \(\tfrac12P_{\rm i}^2\,ab/(a+b)=\tfrac12P_{\rm i}^2/(1/a+1/b)\). With \(1/a=2\varepsilon_0r_0\) and \(1/b=\varepsilon_0g/q\),

\[
U_{\min}=\frac12\,\frac{q}{\varepsilon_0(g+2r_0q)}\,P_{\rm i}^2 .
\tag{17}
\]

The coefficient is the one found in (13). The energy is positive for every \(q>0\), so the field raises the LO frequency. A nearer gate makes \(\coth(qd)\) larger, lowers the energy, and brings the LO branch closer to the TO branch.

### Local fields in a lattice

In a real layer an ion feels the local field at its site and not the macroscopic field \(E\). It has to be shown that this changes the values of the parameters and leaves the form of (14) intact. A solvable model does so: a lattice with one polarizable dipole per cell, where a displacement \(u\) produces the bare dipole \(Z_{\rm b}eu\) and a local field \(E_{\rm loc}\) adds \(\alpha E_{\rm loc}\). Let \(D(q)\) be the field at a site per unit dipole amplitude, summed over all other dipoles and all images. Then

\[
p=Z_{\rm b}eu+\alpha E_{\rm loc},\qquad E_{\rm loc}=D\,p
\quad\Rightarrow\quad
E_{\rm loc}=\frac{D}{1-\alpha D}\,Z_{\rm b}eu .
\]

With a bare spring \(k_{\rm b}\), the equation \(-\mu\omega^2u=-k_{\rm b}u+Z_{\rm b}eE_{\rm loc}\) gives

\[
\omega^2=\frac{k_{\rm b}}{\mu}-\frac{Z_{\rm b}^2e^2}{\mu}\,\frac{D(q)}{1-\alpha D(q)} .
\tag{18}
\]

Split the sum as \(D(q)=D_0-w(q)\), where \(D_0\) is its value at \(q=0\). At long wavelengths \(-wp\) is the macroscopic field \(E\). With \(P=p/A\), equation (12) gives \(w=q/(\varepsilon_0Ag)\). The rise of \(\omega^2\) above its value at \(q=0\) contains the difference

\[
\frac{D_0}{1-\alpha D_0}-\frac{D}{1-\alpha D}
=\frac{D_0(1-\alpha D)-D(1-\alpha D_0)}{(1-\alpha D_0)(1-\alpha D)}
=\frac{w}{(1-\alpha D_0)(1-\alpha D_0+\alpha w)} ,
\]

because the products \(\alpha DD_0\) cancel in the numerator. With \(L=1/(1-\alpha D_0)\),

\[
\omega^2(q)-\omega^2(0)=\frac{(LZ_{\rm b})^2e^2}{\mu}\,\frac{w}{1+L\alpha w}.
\tag{19}
\]

Set \(Z=LZ_{\rm b}\) and \(2\varepsilon_0r_0=L\alpha/A\). Then \(L\alpha w=2r_0q/g\), and (19) turns into (14). The local field dresses the charge, the polarizability and, through \(D_0\), the TO frequency. These dressed values are the responses at zero macroscopic field that appear in (5) and (9).

What this argument takes over from the continuum is the form of \(w(q)\). It was tested by direct summation over a square lattice of spacing \(a\) in vacuum, with its image lattice, for \(\alpha/(4\pi\varepsilon_0)=0.12\,a^3\) and \(qd=0.2\), 0.5 and 1. The largest deviation of the summed rise from the prediction, relative to the prediction, was 0.9 % for \(d=16a\) and 0.5 % for \(d=32a\). Extrapolated linearly in \(1/d\), it fell to 0.04 %. In the same sums the squared frequency of the transverse mode shifted by at most 0.2 % of the longitudinal rise.

## II. From a linear to a quadratic rise

### Results carried over

The wavevector is \(q\), and \(d\) is the distance from the layer to the metal. The permittivities above the layer and in the spacer are \(\varepsilon_a\) and \(\varepsilon_s\). The length \(r_0\) measures the electronic polarizability of the layer, and \(S=Z^2e^2/(2\varepsilon_0\mu A)\) contains its Born charge, reduced mass and cell area. The rise of the squared LO frequency above the TO value is, from (14),

\[
R(q)=\frac{2Sq}{\varepsilon_a+\varepsilon_s\coth(qd)+2r_0q}.
\tag{20}
\]

The layer polarization obeys \(P=Zeu/A+2\varepsilon_0r_0E\), and the ions obey \(\mu\ddot u=-\mu\omega_{\rm TO}^2u+ZeE\).

### Without the gate

For \(d\to\infty\) at fixed \(q\), \(\coth(qd)\to1\) and

\[
R_{\rm free}=\frac{2Sq}{\varepsilon_a+\varepsilon_s+2r_0q}
\simeq\frac{2S}{\varepsilon_a+\varepsilon_s}\,q
\qquad\text{for}\quad q\ll\frac{\varepsilon_a+\varepsilon_s}{2r_0}.
\tag{21}
\]

The LO branch then leaves \(q=0\) with a finite slope. At larger \(q\) the layer's own electrons screen the field and the rise bends over.

### With the gate

Write \(x=qd\) and multiply the numerator and denominator of (20) by \(x/\varepsilon_s\). The numerator becomes \(2Sd\,q^2/\varepsilon_s\), so that

\[
R=\frac{2Sd}{\varepsilon_s}\,\frac{q^2}{1+\delta},\qquad
\delta=\frac{qd\,(\varepsilon_a+2r_0q)}{\varepsilon_s}+\left(x\coth x-1\right).
\tag{22}
\]

No approximation has been made. The quadratic law holds where \(\delta\ll1\). To bound the last bracket, compare power series:

\[
x\cosh x-\sinh x=\sum_{n\ge1}\left[\frac1{(2n)!}-\frac1{(2n+1)!}\right]x^{2n+1}
=\sum_{n\ge1}\frac{x^{2n+1}}{(2n+1)\,(2n-1)!},
\]

\[
\frac{x^2}{3}\sinh x=\sum_{n\ge1}\frac{x^{2n+1}}{3\,(2n-1)!}.
\]

Since \(2n+1\ge3\), no coefficient of the first series exceeds its partner in the second, and all are positive. Division by \(\sinh x\) gives \(0\le x\coth x-1\le x^2/3\). The shortfall of \(R\) relative to the quadratic law is \(1-1/(1+\delta)=\delta/(1+\delta)\le\delta\), and therefore

\[
0\le1-\frac{R}{2Sdq^2/\varepsilon_s}\le
\frac{qd\,(\varepsilon_a+2r_0q)}{\varepsilon_s}+\frac{(qd)^2}{3}.
\tag{23}
\]

As \(q\to0\) the right-hand side vanishes, which proves

\[
R=\frac{2Sd}{\varepsilon_s}q^2-\frac{2S\varepsilon_ad^2}{\varepsilon_s^2}q^3+O(q^4).
\tag{24}
\]

The cubic term comes from the first-order part of \(\delta\), which is \(\varepsilon_aqd/\varepsilon_s\). In vacuum the leading term is \(2Sd\,q^2\), as in the capacitor picture. The permittivity above the layer has dropped out of it, because at long wavelengths the field lines end on the gate.

In electrostatics, a perfect metal gate turns the initial rise of the squared LO frequency from linear to quadratic in \(q\), and (23) bounds the departure from the quadratic law. It remains to find the range of \(q\) in which this law is useful, including the limits set by retardation and a real metal, and to apply it to boron nitride on calcium fluoride.
